# The long-tube limit of free-molecular transmission from Clausing's integral equation

**Q.** I am told that a long tube of radius $R$ and length $L$ passes a fraction $8R/(3L)$ of the molecules that enter it. For $L=R$ that "probability" is larger than two. What is actually being claimed?

**A.** A limit. Let $W$ be the probability that a molecule entering at one end leaves at the other. The claim is that $(L/R)\,W\to 8/3$ as $L/R\to\infty$. At finite length $8R/(3L)$ is an approximation, and its error has to be found separately.

The model is as follows. Molecules enter uniformly over the opening with the cosine law, as from a gas in equilibrium, and none enter at the far end. They do not collide with each other. Each molecule that hits the wall leaves again from the same place, with the cosine law about the wall normal and no memory of its arrival. The flow is steady. I measure axial distances $x$ in units of $R$ and write $l=L/R$, so the tube runs from $x=0$ to $x=l$.

**Q.** Then you need the chance of a direct flight from one cross-section to another. Isn't that already a fourfold integral?

**A.** A sphere removes the integral. Take two coaxial unit discs a distance $x$ apart, and the sphere through both rims. Its radius is $\rho=\sqrt{1+x^2/4}$. A chord of length $d$ makes the same angle $\theta$ with the normals at both its ends, and $d=2\rho\cos\theta$. Cosine emission from a point of the sphere therefore lands with probability per unit area
$$\frac{\cos\theta\,\cos\theta}{\pi d^2}=\frac{1}{4\pi\rho^2},$$
the same everywhere on the sphere.

Now replace each disc by the spherical cap behind it, of height $h=\rho-x/2$ and area $2\pi\rho h$. Every chord from cap to cap crosses both discs, and every ray from disc to disc, prolonged both ways, joins the caps. The weight $\cos\theta\,dA\,d\Omega$ of a bundle of rays is the same on any surface it crosses, so the two descriptions give the same rate. For unit emission per area and time this rate is
$$2\pi\rho h\cdot\frac{2\pi\rho h}{4\pi\rho^2}=\pi h^2 .$$
Dividing by the emission $\pi$ of the unit disc, and writing $s=2\rho=\sqrt{x^2+4}$, gives the disc-to-disc probability
$$F(x)=h^2=\frac{(s-x)^2}{4}=\frac{4}{(s+x)^2}.$$
The last form follows from $(s-x)(s+x)=4$. As it should, $F(0)=1$, and $F\approx1/x^2$ far away.

**Q.** That covers the openings. Most of the traffic is between pieces of wall.

**A.** It follows from $F$ by differences. Of the molecules from the opening, a fraction $F(x)-F(x+dx)=-F'(x)\,dx$ crosses the plane $x$ but not the plane $x+dx$, so it lands on the ring between them. With unit emission from the opening, that is a rate $-\pi F'dx$.

Let $E(x)$ be the probability that a molecule leaving a wall point flies directly through the cross-section at axial distance $x$. A ring of area $2\pi\,dx$ with unit emission sends $2\pi E\,dx$ to the opening. Reversing a ray does not change its weight, so the two rates are equal and $E=-F'/2$. Since $s'=x/s$,
$$F'=\frac{s-x}{2}\left(\frac{x}{s}-1\right)=-\frac{(s-x)^2}{2s}=-\frac{2F}{s},\qquad E=\frac{F}{s}.$$
In particular $E(0)=1/2$: half of the molecules leaving the wall go each way.

The same difference argument, started from a wall point, gives the wall-to-wall probability per unit axial length:
$$K(x)=-E'(x)=-\frac{F'}{s}+\frac{F s'}{s^2}=\frac{2F}{s^2}+\frac{xF}{s^3}=\frac{F\,(2s+x)}{s^3}.$$
Direct surface integrals of the cosine law at $x=0.7$, $2$ and $6$ agree with all three functions. At $x=2$, for instance, they give $F=0.171573$, $E=0.060660$ and $K=0.058058$.

**Q.** Where does Clausing's equation enter?

**A.** Through the balance at the wall. Let $n(x)$ be the number of molecules striking unit wall area per unit time, divided by the same quantity at the entrance. A ring of width $dx$ receives $2\pi E(x)\,dx$ from the opening, which is $E(x)$ per unit area. A ring at $x'$ emits exactly what it receives, $2\pi n(x')\,dx'$, and a fraction $K(|x-x'|)\,dx$ of this lands on the ring at $x$. Dividing by the area $2\pi\,dx$,
$$n(x)=E(x)+\int_0^l K(|x-x'|)\,n(x')\,dx'.$$

**Q.** An integral equation can have no solution, or several. Why should I trust this one?

**A.** Because each bounce loses some molecules through the ends. From $K=-E'$ and $E(0)=1/2$,
$$\int_0^lK(|x-x'|)\,dx'=1-E(x)-E(l-x)\le 1-2E(l)<1,$$
since $E$ is positive and decreasing. Iteration from $n=0$ therefore converges to a unique bounded solution, and every iterate is non-negative, so $n\ge0$.

The same integral shows what happens when equal gases feed both ends. The source is then $E(x)+E(l-x)$, and $n=1$ solves the equation. By linearity this solution is the sum of the one fed from the left and its mirror image:
$$n(x)+n(l-x)=1,\qquad 0\le n(x)\le 1 .$$

Let $w(x)$ be the probability that a molecule leaving the wall at $x$ finally exits at the far end. It exits directly or after landing elsewhere, so $w(x)=E(l-x)+\int_0^lK(|x-x'|)w(x')dx'$. This is the mirrored equation for $n$, hence
$$w(x)=n(l-x)=1-n(x).$$
For $l=10$, three-dimensional ray tracing, which uses none of these functions, gives $w(3)=0.3406\pm0.0011$ (one standard deviation). The solved equation gives $1-n(3)=0.3389$, which lies about one and a half standard deviations away.

**Q.** You still have no $W$, and you cannot solve the equation in closed form.

**A.** The solution itself is not needed. Count the net flow through the plane at $x$, per entering molecule. The opening contributes $F(x)$. A ring at $x'$ sends $2\pi nE\,dx'$ through the plane, to be divided by the entering rate $\pi$. Rings to the left count positive, rings to the right negative:
$$J(x)=F(x)+2\int_0^x n(x')E(x-x')\,dx'-2\int_x^l n(x')E(x'-x)\,dx'.$$
When this is differentiated, each moving limit contributes $2n(x)E(0)=n(x)$, and $E'=-K$ in both integrals:
$$J'(x)=-2E(x)+2n(x)-2\int_0^lK(|x-x'|)\,n(x')\,dx'=0 .$$
This is Clausing's equation again. The flow is the same through every plane, and at $x=l$ it is the outflow, so $J=W$. For $l=10$ the plane $x=3.337$ gives $0.19094$, against $0.190942$ at the exit.

**Q.** Constant flow is just conservation. What does it buy you?

**A.** It can be averaged over all planes. Integrate $W=J(x)$ from $0$ to $l$ and exchange the order of integration. For fixed $x'$ the inner integrals are of the type
$$\int_0^yE(t)\,dt=\frac{1-F(y)}{2},$$
with $y=l-x'$ for the planes to the right of the ring and $y=x'$ for those to its left. Therefore
$$lW=\int_0^lF\,dx+\int_0^l n(x)\,\bigl[F(x)-F(l-x)\bigr]dx .$$
In the last term, replace $x$ by $l-x$ and use $n(l-x)=1-n(x)$:
$$\int_0^ln(x)F(l-x)\,dx=\int_0^l\bigl[1-n(x)\bigr]F(x)\,dx .$$
The integrals of $F$ alone cancel, and what remains holds in this model for every length:
$$W=\frac{2}{l}\int_0^l n(x)\,F(x)\,dx .$$
Because $F$ falls off as $1/x^2$, the integral is governed by the first few radii of the tube. There $n$ should be close to one if the tube is long, since nearly every molecule returns to the entrance.

**Q.** "Should be" is the whole question. What can you prove?

**A.** First an upper bound. Put $u=(s-x)/2$. Then $F=u^2$, $1/u=(s+x)/2$, $x=1/u-u$ and $dx=-(1+1/u^2)\,du$, so that
$$\int_0^\infty F\,dx=\int_0^1u^2\left(1+\frac1{u^2}\right)du=\frac13+1=\frac43 .$$
With $n\le1$ this gives $lW<8/3$ at every length. The long-tube formula always overestimates $W$ in this model.

**Q.** A bound from above could be far from the truth. Why can't $lW$ settle at 2?

**A.** Because the upper bound also limits how many molecules near the entrance can escape through the exit. Take the flow at $x=l$, mirror the integration variable and use $n(l-x)=w(x)$:
$$W=F(l)+2\int_0^lw(x)E(x)\,dx\quad\Rightarrow\quad\int_0^lwE\,dx\le\frac W2<\frac{4}{3l}.$$
Next insert $n=1-w$ in the averaged formula:
$$\frac83-lW=2\int_l^\infty F\,dx+2\int_0^lwF\,dx .$$
Both terms are positive, and I have to show that they vanish. Cut the range at some $X\le l$. Below the cut, $F=sE$ and $s\le x+2$, so
$$\int_0^XwF\,dx\le(X+2)\,\frac{4}{3l}.$$
Above the cut, $w\le1$ and $F<1/x^2$, so the rest of $\int wF$ together with $\int_l^\infty F$ is less than $1/X$. Hence
$$\frac83-lW\le2\left[\frac{4(X+2)}{3l}+\frac1X\right].$$
Choose $X=\sqrt{3l}/2$, which is allowed when $l\ge3/4$. Then $4X/(3l)$ and $1/X$ both equal $2/\sqrt{3l}$, and
$$0<\frac83-lW\le\frac{8}{\sqrt{3l}}+\frac{16}{3l}.$$
The right side tends to zero, so
$$\lim_{l\to\infty}lW=\frac83,\qquad W\simeq\frac{8R}{3L}\quad(L\gg R).$$

**Q.** I could have had that in two lines from diffusion: a linear profile and a constant slope.

**A.** You get the same number, given the profile. Far from the ends, put $n=1-x/l$ into $J$, drop the direct term and extend the integrals to infinity. Rings at distance $y$ on the two sides of a plane differ in $n$ by $2y/l$, so
$$J\approx2\int_0^\infty\frac{2y}{l}\,E(y)\,dy=\frac4l\cdot\frac12\int_0^\infty F\,dy=\frac{8}{3l},$$
where $E=-F'/2$ was integrated by parts. This shows the mechanism: slightly more molecules come from the side nearer the source. What it assumes is that $n$ is linear and reaches 1 and 0 at the ends, and the bounds above needed neither. The solved equation supports the picture. The largest departure of $n$ from $1-x/l$ is $0.014$ for $l=100$ and $0.0021$ for $l=1000$.

In ordinary units, a source gas of number density $N$ and mean speed $\bar v$ sends $N\bar v/4$ through unit area of the opening. The transmitted flux is then $(N\bar v/4)\,8R/(3L)=\tfrac23R\bar v\,(N/L)$, which is a diffusion law with coefficient $\tfrac23R\bar v$.

**Q.** And the opposite limit? A tube of no length must pass everything.

**A.** It does, since $F(l)\le W\le1$ and $F(l)\to1$. To first order in $l$, $F(l)\approx1-l$ because $F'(0)=-1$. The wall has $n\approx E(0)=1/2$, so its contribution at the exit is $2\cdot\tfrac12\cdot\tfrac12\,l=l/2$. Thus $W\approx1-l/2$ for $l\ll1$: half of the few molecules that touch the wall go back. The long-tube formula diverges there.

**Q.** Then how long is long? Your lower bound looks generous.

**A.** It proves the limit, but it does not locate $W$. For $l=100$ it says $lW\ge2.15$, while the solution is $2.528$. The solved values are:

| $L/R$ | $W$ | $(L/R)W$ | $8R/(3L)$ divided by $W$ |
|---|---|---|---|
| 1 | 0.6720 | 0.672 | 3.97 |
| 10 | 0.1909 | 1.909 | 1.40 |
| 50 | 0.04848 | 2.424 | 1.10 |
| 100 | 0.02528 | 2.528 | 1.055 |
| 1000 | 0.002648 | 2.648 | 1.007 |

Ray tracing gives $0.1905\pm0.0007$ for $l=10$ and $0.0488\pm0.0007$ for $l=50$, in agreement with the table.

**Q.** Ten radii and still 40 % too high. Why is the approach so slow?

**A.** The deficit contains a logarithm. What follows is an estimate, not part of the proof. In $2\int wF\,dx$, take the range $1\ll x\ll l$, where $w\approx x/l$ and $F\approx1/x^2$. The integrand is $1/(lx)$, so every decade of distance in this range contributes about equally:
$$l\left(\frac83-lW\right)\approx2\ln l+O(1).$$
The cause is the small number of very long flights. From the solved equation, the slope of the left side against $\ln l$ is $2.32$ between $l=125$ and $250$, $2.20$ between $250$ and $500$, and $2.12$ between $500$ and $1000$. It moves towards 2, as estimated. At moderate length the logarithm alone removes only part of the error, because the constant beside it is not small: for $l=10$, $8/3-(2\ln l)/l=2.21$ is still about 16 % above the solved $lW=1.909$.

**Q.** Give me a definite tube.

**A.** Take $R=0.5$ mm and $L=50$ mm, so $l=100$, with $10^{15}$ molecules per second entering. These are round model values; $W$ depends on the geometry alone. The long-tube formula gives
$$W\approx\frac{8\times0.5}{3\times50}=0.02667,$$
or $2.667\times10^{13}$ molecules per second. The solved equation gives $W=0.02528$, or $2.528\times10^{13}$ per second. The formula is too high by 5.5 % of the solved value.

The probability of passing without touching the wall is $F(100)=1.00\times10^{-4}$, which is $1.00\times10^{11}$ molecules per second. That is 0.4 % of the transmitted molecules; the others have met the wall at least once.

**Q.** How often do they meet it? Your rule of no sticking begins to worry me.

**A.** It should. Per entering molecule, $2n(x)\,dx$ hits fall on the ring at $x$, and each is followed by a successful exit with probability $w(x)$. With the linear profile, the mean number of hits of a transmitted molecule is
$$\frac{2}{W}\int_0^l n\,w\,dx\approx\frac{3l}{8}\cdot2\int_0^l\left(1-\frac xl\right)\frac xl\,dx=\frac{3l}{8}\cdot\frac l3=\frac{l^2}{8},$$
which is more than a thousand for this tube. If each hit removes a molecule for good with a small probability $\beta$, the transmission falls by a fraction of about $\beta l^2/8$, as long as this is small. A loss of one in $10^5$ per hit already costs about 1 %.

**Q.** So what does this say about a real effusion source?

**A.** A ratio of $L/R=100$ can describe a fine capillary, such as a channel of a collimated source or a gas injector. An open crucible is much shorter in proportion to its radius; for a straight tube with $l=10$ the long-tube formula is 40 % too high, so the solved $W$ should be used. Three assumptions deserve attention in a real tube.

The first is permanent loss. A wall cold enough to hold the vapour, or one that reacts with it, breaks the model. The estimate $\beta l^2/8$ holds only while the loss is small; if every hit sticks, only the direct beam survives. The wall must be hot enough for what lands to leave again.

The second is diffuse reflection. Suppose a fraction $\alpha$ of the hits is diffuse and the rest mirror-like. In a circular tube a mirror reflection repeats the same axial step $y$, so a molecule makes $k$ equal steps between diffuse hits, with probability $\alpha(1-\alpha)^{k-1}$. Then $\langle k\rangle=1/\alpha$ and $\langle k^2\rangle=(2-\alpha)/\alpha^2$. The mean square displacement per hit, and with it the long-tube transmission in the diffusion picture, grows by $\langle k^2\rangle/\langle k\rangle=(2-\alpha)/\alpha$. For $\alpha=0.9$ this is a factor of $1.22$ in the long-tube limit. At finite length the factor is smaller, about $1.20$ for $l=100$ and $1.14$ for $l=10$; for the example it is still larger than the finite-length error.

The third is the absence of collisions in the gas. With a mean free path $\lambda\gg L$, here well above 50 mm, even the longest single flight is rarely interrupted. That does not exclude collisions altogether. In the linear-profile estimate, a transmitted molecule makes about $l^2/8$ flights of mean length $2R$, a total path of about $L^2/(4R)$ or 1.25 m here, and only a $\lambda$ well above that would make collisions rare on the whole way through. The rate chosen in the example is near the edge of the first condition and fails the second: for $\bar v=400$ m/s and a collision cross-section $\sigma=4\times10^{-19}$ m², it means $N\approx1.3\times10^{19}$ m⁻³ at the entrance and $\lambda=1/(\sqrt2N\sigma)\approx0.14$ m. A lower rate satisfies both conditions better and leaves the model's $W$ unchanged. If only $\lambda\gg R$ holds, most flights longer than $\lambda$ are interrupted, and what matters is their share of the flow. By parts, $\int_0^\infty yE\,dy=\tfrac12\int_0^\infty y^2K\,dy=\tfrac23$, and $K\approx3/y^4$ far away, so axial steps longer than $Y$ radii supply a share of about $9/(4Y)$ when $Y$ is large. The tail is slow: about half of the integral comes from steps longer than four radii and about a fifth from steps longer than ten. I therefore expect only a small relative change in the total flow once $\lambda$ is many tens of radii, as in the example, but not at $\lambda\approx10R$. The direct beam is weakened much more, since its molecules must cross the whole length.

**Q.** Then $W$ does not tell me how well the tube collimates.

**A.** No. It counts every molecule that leaves, whatever its direction. The beam profile has two parts. Molecules that come straight from the opening dominate close to the axis. Those that come from the wall need the same $n(x)$, but weighted by the part of the wall visible from each direction. At large angles to the axis that part lies near the exit, where $n$ is small if the tube is long. The remaining computed values are in the numerical output below.

## Table of computed values

```
x/R, F, E, K*R from surface integrals:
  0.7  0.503363  0.237552  0.261250
  2.0  0.171573  0.060660  0.058058
  6.0  0.026334  0.004164  0.001941
integral of F over x/R from 0 to infinity: 1.333333
L/R, W, (L/R)W, lower bound on (L/R)W, 8R/(3L) divided by W:
      1  0.671984  0.6720   -7.2855  3.9683
      2  0.514231  1.0285   -3.2660  2.5929
      5  0.310525  1.5526   -0.4656  1.7175
     10  0.190942  1.9094    0.6727  1.3966
     20  0.109321  2.1864    1.3672  1.2197
     50  0.048476  2.4238    1.9068  1.1002
    100  0.025276  2.5276    2.1515  1.0550
    125  0.020409  2.5511    2.2109  1.0453
    250  0.010410  2.6025    2.3532  1.0247
    500  0.005263  2.6315    2.4494  1.0134
   1000  0.002648  2.6476    2.5153  1.0072
limit 8/3: 2.6667
L/R = 10: W from exit flow 0.190942, from averaged identity 0.190942
L/R = 10: net flow through plane x/R = 3.337: 0.19094
ray tracing, L/R = 10: W = 0.1905 +- 0.0007 (1 sigma)
ray tracing, L/R = 50: W = 0.0488 +- 0.0007 (1 sigma)
ray tracing, L/R = 10: w(3) = 0.3406 +- 0.0011 (1 sigma)
Clausing equation: 1 - n(3) = 0.3389, n(7) = 0.3389
L/R = 100: largest |n - (1 - x/L)| = 0.01396
L/R = 1000: largest |n - (1 - x/L)| = 0.00214
slope of l(8/3 - lW) against ln l (estimate: 2):
  l from 125 to 250: 2.319
  l from 250 to 500: 2.202
  l from 500 to 1000: 2.124
example: R = 0.5 mm, L = 50.0 mm, L/R = 100
entrance rate: 1.000e+15 molecules/s
W from Clausing equation: 0.025276
W from 8R/(3L): 0.026667
excess of 8R/(3L) over W: 5.50 %
transmitted rate, Clausing equation: 2.5276e+13 molecules/s
transmitted rate, 8R/(3L): 2.6667e+13 molecules/s
probability of passing without wall contact: 9.9980e-05
rate without wall contact: 9.9980e+10 molecules/s
share of transmitted molecules without wall contact: 0.396 %
```
